# Madelung Term of an Anisotropic Coulomb Kernel, with Uniaxial Crystals: a program that tests the result

```python
"""Madelung term of the anisotropic Coulomb kernel 4 pi/(q.eps.q).

Result under test: v(A, eps) = v(A eps^(-1/2), 1) / sqrt(det eps), where
  A    rows are the direct vectors of the Born-von Karman supercell,
  eps  is a constant symmetric positive definite dielectric tensor,
  v    is the lattice sum without G=0, (1/volume) sum 4 pi/(G.eps.G),
       minus the integral of the same kernel over d^3q/(2 pi)^3, both
       with one smooth cutoff that is then removed.
Uniaxial cell of sides L, L, H: v = M(gamma)/(L sqrt(eps_perp eps_par)),
  gamma = (H/L) sqrt(eps_perp/eps_par).
Hartree atomic units: lengths in bohr, energies in hartree.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def lattice_points(vectors, radius):
    """Nonzero lattice points inside a sphere; rows are basis vectors."""
    dual = np.linalg.inv(vectors).T
    top = np.floor(radius * np.linalg.norm(dual, axis=1)).astype(int) + 1
    axes = [np.arange(-t, t + 1) for t in top]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    integers = integers[np.any(integers != 0, axis=1)]
    points = integers @ vectors
    return points[np.sum(points**2, axis=1) <= radius**2]


def ewald_isotropic(cell):
    """Madelung term for the kernel 4 pi/q^2 by Ewald summation."""
    volume = abs(np.linalg.det(cell))
    eta = np.sqrt(np.pi) / volume ** (1 / 3)
    dist = np.linalg.norm(lattice_points(cell, 6.5 / eta), axis=1)
    recip = 2 * np.pi * np.linalg.inv(cell).T
    g2 = np.sum(lattice_points(recip, 13 * eta) ** 2, axis=1)
    return (np.sum(erfc(eta * dist) / dist)
            + 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
            - np.pi / (eta**2 * volume) - 2 * eta / np.sqrt(np.pi))


def transformed_cell(cell, eps):
    values, axes = np.linalg.eigh(eps)
    return cell @ (axes @ np.diag(values**-0.5) @ axes.T)


def madelung_by_transform(cell, eps):
    iso = ewald_isotropic(transformed_cell(cell, eps))
    return iso / np.sqrt(np.linalg.det(eps))


# Product quadrature on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(60)
angles = 2 * np.pi * np.arange(120) / 120
cos_t, azimuth = np.meshgrid(nodes, angles, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
normals = np.stack([sin_t * np.cos(azimuth), sin_t * np.sin(azimuth),
                    cos_t], -1).reshape(-1, 3)
sphere_weights = np.repeat(node_weights * 2 * np.pi / 120, 120)


def kernel_integral(eps, alpha):
    """Integral of 4 pi exp(-alpha q^2)/(q.eps.q) over d^3q/(2 pi)^3."""
    quadratic = np.einsum("ni,ij,nj->n", normals, eps, normals)
    angular = np.sum(sphere_weights / quadratic)
    return angular / (4 * np.pi**1.5 * np.sqrt(alpha))


def madelung_by_definition(cell, eps):
    """Sum minus integral, spherical cutoff, cubic extrapolation to zero."""
    volume = abs(np.linalg.det(cell))
    unit = 0.001 * volume ** (2 / 3)
    recip = 2 * np.pi * np.linalg.inv(cell).T
    g = lattice_points(recip, np.sqrt(32 / unit))
    g2 = np.sum(g**2, axis=1)
    geg = np.sum((g @ eps) * g, axis=1)
    values = []
    for multiple in (1, 2, 3, 4):
        alpha = multiple * unit
        lattice_sum = 4 * np.pi / volume * np.sum(np.exp(-alpha * g2) / geg)
        values.append(lattice_sum - kernel_integral(eps, alpha))
    return float(np.dot([4, -6, 4, -1], values))


def planar_parts(gamma, family):
    """Three parts of M(gamma): K=0 row, planar constant, exponential sum."""
    half = mp.mpf(1) / 2
    m, n = np.meshgrid(np.arange(-12, 13), np.arange(-12, 13))
    if family == "tetragonal":
        density = 1.0
        form = m**2 + n**2
        beta = (mp.zeta(half, mp.mpf(1) / 4)
                - mp.zeta(half, mp.mpf(3) / 4)) / 2
        constant = float(4 * mp.zeta(half) * beta)
    else:
        density = 2 / np.sqrt(3)
        form = m**2 + m * n + n**2
        l_value = (mp.zeta(half, mp.mpf(1) / 3)
                   - mp.zeta(half, mp.mpf(2) / 3)) / mp.sqrt(3)
        constant = float(6 * mp.zeta(half) * l_value)
    s = np.sqrt(form[form > 0])
    x = 2 * np.pi * density * gamma * s
    tail = np.sum(2 * np.exp(-x) / (-np.expm1(-x) * s))
    return np.pi * density * gamma / 3, constant, float(tail)


def shape_function(gamma, family="tetragonal"):
    return sum(planar_parts(gamma, family))


# Test: the transformation law against the definition, triclinic case
tri_cell = np.array([[1.0, 0, 0], [0.2, 1.1, 0], [0.1, 0.3, 0.9]])
tri_eps = np.array([[3.0, 0.5, 0.2], [0.5, 2.0, 0.3], [0.2, 0.3, 4.0]])
tri_direct = madelung_by_definition(tri_cell, tri_eps)
tri_law = madelung_by_transform(tri_cell, tri_eps)
assert abs(tri_direct - tri_law) < 1e-4 * abs(tri_law)

# Test: flux of -eps grad(phi) through off-centre spheres
inv_eps = np.linalg.inv(tri_eps)


def point_potential(r):
    return 1 / np.sqrt(np.linalg.det(tri_eps)
                       * np.einsum("ni,ij,nj->n", r, inv_eps, r))


def flux(centre):
    r = normals + np.array(centre)
    step = 1e-4
    grad = np.stack([(point_potential(r + step * e)
                      - point_potential(r - step * e)) / (2 * step)
                     for e in np.eye(3)], -1)
    return -np.sum(sphere_weights * np.sum((grad @ tri_eps) * normals, 1))


flux_inside = flux([0.3, 0.2, -0.1])
flux_outside = flux([2.0, 0.0, 0.0])
assert abs(flux_inside - 4 * np.pi) < 1e-5
assert abs(flux_outside) < 1e-5

# Test: planar formula against Ewald sums for both uniaxial families
for ratio in (0.5, 1.0, 1.7, 3.0, 4.0):
    square = np.diag([1.0, 1.0, ratio])
    hexagon = np.array([[1.0, 0, 0], [-0.5, np.sqrt(3) / 2, 0],
                        [0, 0, ratio]])
    assert abs(ewald_isotropic(square) - shape_function(ratio)) < 1e-9
    assert abs(ewald_isotropic(hexagon)
               - shape_function(ratio, "hexagonal")) < 1e-9

# Worked example: model simple tetragonal crystal
a, c = 6.0, 9.0
eps_perp, eps_par = 8.0, 2.0
eps = np.diag([eps_perp, eps_perp, eps_par])
root_det = np.sqrt(np.linalg.det(eps))
geometric_mean = root_det ** (2 / 3)


def uniaxial_madelung(n_plane, n_axis):
    gamma = n_axis * c / (n_plane * a) * np.sqrt(eps_perp / eps_par)
    value = shape_function(gamma) / (n_plane * a * np.sqrt(eps_perp * eps_par))
    return gamma, value


supercell = np.diag([4 * a, 4 * a, 4 * c])
gamma_main, v_main = uniaxial_madelung(4, 4)
v_definition = madelung_by_definition(supercell, eps)
assert abs(v_definition - v_main) < 2e-4 * abs(v_main)
new_cell = transformed_cell(supercell, eps)
v_iso = ewald_isotropic(new_cell)
row_part, plane_part, tail_part = planar_parts(gamma_main, "tetragonal")

gamma_zero = brentq(shape_function, 2.0, 5.0)
assert ewald_isotropic(np.diag([1, 1, gamma_zero - 0.01])) < 0
assert ewald_isotropic(np.diag([1, 1, gamma_zero + 0.01])) > 0

print("MODEL: simple tetragonal, uniaxial dielectric tensor")
print(f"a = {a:.1f} bohr, c = {c:.1f} bohr")
print(f"eps_perp = {eps_perp:.1f}, eps_par = {eps_par:.1f} (no unit)")
print(f"sqrt(det eps) = {root_det:.6f} (no unit)")
print("4x4x4 MESH")
print(f"supercell sides L = {4*a:.1f} bohr, H = {4*c:.1f} bohr")
print(f"transformed L' = {new_cell[0, 0]:.6f} bohr")
print(f"transformed H' = {new_cell[2, 2]:.6f} bohr")
print(f"gamma = {gamma_main:.6f} (no unit)")
print(f"M part, K=0 row = {row_part:.8f} (no unit)")
print(f"M part, planar constant = {plane_part:.8f} (no unit)")
print(f"M part, exponential sum = {tail_part:.3e} (no unit)")
print(f"M(gamma) = {shape_function(gamma_main):.8f} (no unit)")
print(f"isotropic term, transformed cell = {v_iso:.8f} hartree")
print(f"Madelung term v = {v_main:.8f} hartree")
print(f"Madelung term v = {v_main * HARTREE_EV:.6f} eV")
print(f"v from definition, extrapolated = {v_definition:.8f} hartree")

print("OTHER MESH SHAPES")
for n_plane, n_axis in ((6, 4), (6, 2), (3, 4)):
    gamma, value = uniaxial_madelung(n_plane, n_axis)
    box = np.diag([n_plane * a, n_plane * a, n_axis * c])
    assert abs(value - madelung_by_transform(box, eps)) < 1e-10
    print(f"{n_plane}x{n_plane}x{n_axis}: gamma = {gamma:.4f}, "
          f"M = {shape_function(gamma):.6f}, v = {value:.8f} hartree")
print(f"M vanishes at gamma = {gamma_zero:.6f} (no unit)")
hex_constant = planar_parts(1.0, "hexagonal")[1]
print(f"hexagonal planar constant = {hex_constant:.8f} (no unit)")
print(f"hexagonal M(1) = {shape_function(1.0, 'hexagonal'):.8f} (no unit)")

# Mesh integration of a Gaussian form factor exp(-b^2 q^2)
b = 1.5
exact = (np.arctanh(np.sqrt(1 - eps_par / eps_perp))
         / (b * np.sqrt(np.pi * eps_perp * (eps_perp - eps_par))))
assert abs(exact - kernel_integral(eps, b**2)) < 1e-10


def mesh_sum(n):
    dq_plane, dq_axis = 2 * np.pi / (n * a), 2 * np.pi / (n * c)
    top_plane, top_axis = int(6 / (b * dq_plane)), int(6 / (b * dq_axis))
    q = dq_plane * np.arange(-top_plane, top_plane + 1)
    qz2 = (dq_axis * np.arange(-top_axis, top_axis + 1)) ** 2
    q_plane2 = (q[:, None] ** 2 + q[None, :] ** 2)[:, :, None]
    denominator = eps_perp * q_plane2 + eps_par * qz2
    denominator[top_plane, top_plane, top_axis] = np.inf
    total = np.sum(np.exp(-b**2 * (q_plane2 + qz2)) / denominator)
    return 4 * np.pi * total / (n**3 * a**2 * c)


print("GAUSSIAN TEST INTEGRAL")
print(f"Gaussian length b = {b:.2f} bohr")
print(f"exact integral = {exact:.8f} hartree")
print(f"geometric-mean eps = {geometric_mean:.6f} (no unit)")
print("mesh errors in millihartree: none / correct / shortcut")
errors = []
for n in (4, 8, 16):
    raw = mesh_sum(n) - exact
    correct = raw - uniaxial_madelung(n, n)[1]
    untransformed = ewald_isotropic(np.diag([n * a, n * a, n * c]))
    shortcut = raw - untransformed / geometric_mean
    errors.append((raw, correct, shortcut))
    print(f"n = {n:2d}: {1e3*raw:.5f} / {1e3*correct:.5f} / "
          f"{1e3*shortcut:.5f}")
errors = np.array(errors)
ratios = errors[1] / errors[2]
print(f"error ratio n=8 to 16, none = {ratios[0]:.4f} (no unit)")
print(f"error ratio n=8 to 16, correct = {ratios[1]:.4f} (no unit)")
print(f"error ratio n=8 to 16, shortcut = {ratios[2]:.4f} (no unit)")
# Higher powers of 1/n shift the ratios slightly from 2, 8 and 2
assert abs(ratios[0] - 2) < 0.2
assert abs(ratios[1] - 8) < 0.5
assert abs(ratios[2] - 2) < 0.2

print("TRICLINIC CHECK (cell lengths near 1 bohr)")
print(f"definition = {tri_direct:.7f} hartree")
print(f"transformation law = {tri_law:.7f} hartree")
print(f"flux/(4 pi), charge inside = {flux_inside/(4*np.pi):.7f} (no unit)")
print("all good")
```

Running it gives:

```
MODEL: simple tetragonal, uniaxial dielectric tensor
a = 6.0 bohr, c = 9.0 bohr
eps_perp = 8.0, eps_par = 2.0 (no unit)
sqrt(det eps) = 11.313708 (no unit)
4x4x4 MESH
supercell sides L = 24.0 bohr, H = 36.0 bohr
transformed L' = 8.485281 bohr
transformed H' = 25.455844 bohr
gamma = 3.000000 (no unit)
M part, K=0 row = 3.14159265 (no unit)
M part, planar constant = -3.90026492 (no unit)
M part, exponential sum = 5.211e-08 (no unit)
M(gamma) = -0.75867221 (no unit)
isotropic term, transformed cell = -0.08941038 hartree
Madelung term v = -0.00790284 hartree
Madelung term v = -0.215047 eV
v from definition, extrapolated = -0.00790290 hartree
OTHER MESH SHAPES
6x6x4: gamma = 2.0000, M = -1.805842, v = -0.01254057 hartree
6x6x2: gamma = 1.0000, M = -2.837297, v = -0.01970345 hartree
3x3x4: gamma = 4.0000, M = 0.288525, v = 0.00400730 hartree
M vanishes at gamma = 3.724479 (no unit)
hexagonal planar constant = -4.21342264 (no unit)
hexagonal M(1) = -2.99571195 (no unit)
GAUSSIAN TEST INTEGRAL
Gaussian length b = 1.50 bohr
exact integral = 0.07149655 hartree
geometric-mean eps = 5.039684 (no unit)
mesh errors in millihartree: none / correct / shortcut
n =  4: -8.29350 / -0.39066 / 10.96047
n =  8: -4.00304 / -0.05162 / 5.62395
n = 16: -1.98225 / -0.00655 / 2.83124
error ratio n=8 to 16, none = 2.0194 (no unit)
error ratio n=8 to 16, correct = 7.8857 (no unit)
error ratio n=8 to 16, shortcut = 1.9864 (no unit)
TRICLINIC CHECK (cell lengths near 1 bohr)
definition = -0.9569463 hartree
transformation law = -0.9569463 hartree
flux/(4 pi), charge inside = 1.0000000 (no unit)
all good
```
